# The Pauli Coupling Hidden in Wilson Fermions and Its Clover Cure

A Dirac particle of unit charge and mass $m=1\,M$, placed in a uniform magnetic field $B=0.5\,M^2$, has a lowest Landau level at $E=m$: the zero-point energy of the orbital motion and the magnetic energy of the spin cancel. The same particle described by Wilson's lattice operator (Wilson parameter $r=1$, defined below), with its zero-field pole mass tuned to $1\,M$, has this level at $1.0226\,M$ for lattice spacing $a=0.1\,M^{-1}$, at $1.0119\,M$ for $a=0.05\,M^{-1}$ and at $1.0061\,M$ for $a=0.025\,M^{-1}$. The error falls by factors of 1.9 and 1.95, approaching a halving with each halving of the spacing. One further local term in the operator removes the error linear in $a$. It brings this level at $a=0.1\,M^{-1}$ to $0.999986\,M$, a special case in which the $a^2$ error vanishes too; the first excited level is still off by $0.004\,M$ at that spacing. The first-order error is a false magnetic moment, although the term that produces it contains no spin matrix.

Here $\hbar=c_{\rm light}=1$, $M$ is a reference mass, and the charge is absorbed in the gauge field $A_\mu$. Space-time is Euclidean, with Hermitian matrices obeying $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$, and
$$
\sigma_{\mu\nu}=\tfrac{i}{2}[\gamma_\mu,\gamma_\nu],\qquad D_\mu=\partial_\mu+iA_\mu,\qquad [D_\mu,D_\nu]=iF_{\mu\nu}.
$$
I write $\slashed D=\sum_\mu\gamma_\mu D_\mu$, $D^2=\sum_\mu D_\mu^2$ and $\sigma F=\sum_{\mu,\nu}\sigma_{\mu\nu}F_{\mu\nu}$, the last sum running over all ordered pairs. The gauge field is a smooth classical background, held fixed as $a\to0$. This is the meaning of tree level here: gauge fluctuations at the scale of the lattice spacing are left out.

On the lattice a field is compared with its neighbour by parallel transport. Let
$$
(W_t\psi)(x)=U(x;t)\,\psi(x+t\hat\mu),\qquad \frac{dU(x;t)}{dt}=U(x;t)\,iA_\mu(x+t\hat\mu),\qquad U(x;0)=1 .
$$
Differentiating the product gives
$$
\frac{d}{dt}(W_t\psi)(x)=U(x;t)\,\big[(iA_\mu+\partial_\mu)\psi\big](x+t\hat\mu)=(W_tD_\mu\psi)(x).
$$
Since $W_0=1$, the solution is $W_t=e^{tD_\mu}$. A covariant step by one site is therefore $e^{aD_\mu}$, and a step back is $e^{-aD_\mu}$. Wilson's operator combines the symmetric difference with a second difference of strength $r$:
$$
D_W=m_0+\frac1a\sum_\mu\gamma_\mu\sinh(aD_\mu)+\frac ra\sum_\mu\big[1-\cosh(aD_\mu)\big].
$$
The last sum is the Wilson term. For a free wave with one momentum component at $\pi/a$ it equals $2r/a$, which makes the unwanted lattice species heavy. On smooth fields the hyperbolic functions can be expanded, $\sinh(aD_\mu)/a=D_\mu+O(a^2)$ and $[1-\cosh(aD_\mu)]/a=-aD_\mu^2/2+O(a^3)$, so that
$$
D_W=\slashed D+m_0-\frac{ar}{2}D^2+O(a^2). \tag{1}
$$
The expansion requires $a$ times the covariant derivatives acting on $\psi$ to be small. It fails for momenta near $\pi/a$, for $am$ of order one and for $a^2F$ of order one.

The order-$a$ term in (1) is diagonal in spin. To see what it does, compare it with the square of the Dirac operator. Splitting a product of two matrices into symmetric and antisymmetric parts gives $\gamma_\mu\gamma_\nu=\delta_{\mu\nu}+\tfrac12[\gamma_\mu,\gamma_\nu]=\delta_{\mu\nu}-i\sigma_{\mu\nu}$. Because $\sigma_{\mu\nu}$ is antisymmetric, it selects half the commutator of the derivatives:
$$
\slashed D^2=D^2-i\sum_{\mu,\nu}\sigma_{\mu\nu}D_\mu D_\nu
=D^2-\frac i2\sum_{\mu,\nu}\sigma_{\mu\nu}\,(iF_{\mu\nu})
=D^2+\tfrac12\,\sigma F .
$$
Solving for $D^2$ and inserting it in (1),
$$
D_W=\slashed D+m_0-\frac{ar}{2}\slashed D^2+\frac{ar}{4}\,\sigma F+O(a^2). \tag{2}
$$
The last term is a Pauli coupling, the form of an additional magnetic moment. Equation (2) is only a rewriting of (1). The separation has physical content because $\slashed D^2$ can be absorbed into the definition of the fields, whereas $\sigma F$ shifts energies, as the Landau levels will show.

To cancel the Pauli coupling one needs a lattice version of $F_{\mu\nu}$. With $X=aD_\mu$ and $Y=aD_\nu$, transport around one plaquette is $P=e^Xe^Ye^{-X}e^{-Y}$. The first three factors combine to
$$
e^Xe^Ye^{-X}=e^{Y+Z},\qquad Z=[X,Y]+\tfrac12[X,[X,Y]]+\dots
$$
Multiplying by $e^{-Y}$ and keeping the first commutator of the exponents, $\tfrac12[Y+Z,-Y]=\tfrac12[Y,Z]$, one finds
$$
\ln P=[X,Y]+\tfrac12[X+Y,[X,Y]]+O(a^4).
$$
The first term is $ia^2F_{\mu\nu}$. The second is of order $a^3$ and contains covariant derivatives of $F_{\mu\nu}$, since the plaquette is centred half a diagonal away from $x$. The four plaquettes that meet at $x$ in this plane, traversed in the same sense, follow by replacing $(X,Y)$ with $(Y,-X)$, $(-X,-Y)$ and $(-Y,X)$. Each replacement leaves $[X,Y]$ unchanged, while the four sums $X+Y$, $Y-X$, $-X-Y$ and $X-Y$ add to zero. If $Q_{\mu\nu}$ is the average of the four plaquettes, then
$$
\hat F_{\mu\nu}=\frac{Q_{\mu\nu}-Q_{\mu\nu}^\dagger}{2ia^2}=F_{\mu\nu}+O(a^2).
$$
In a non-uniform SU(2) field, halving $a$ from $0.02$ to $0.01\,M^{-1}$ reduced the error of $\hat F_{12}$ by a factor of 4.00 for four leaves and 2.00 for a single one. A single leaf would still suffice at the order considered here, because the field strength enters multiplied by $a$; the average treats the directions around $x$ evenly.

The Sheikholeslami–Wohlert, or clover, operator is
$$
D_{SW}=D_W-c\,\frac{ar}{4}\sum_{\mu,\nu}\sigma_{\mu\nu}\hat F_{\mu\nu}
=\slashed D+m_0-\frac{ar}{2}\slashed D^2+\frac{ar}{4}(1-c)\,\sigma F+O(a^2). \tag{3}
$$
The factor $r$ belongs to the normalization in which the coefficient will be one.

It remains to remove $\slashed D^2$. In the Euclidean path integral $\psi$ and $\bar\psi$ are independent variables, so both may be rotated, $\psi=\Omega\psi'$ and $\bar\psi=\bar\psi'\Omega$, with $\Omega=1+a(\alpha\slashed D+\beta)$ and constants $\alpha,\beta$ to be found. The operator between the new fields is $\Omega D_{SW}\Omega$. Since $\Omega$ commutes with $\slashed D$, the new terms of order $a$ are
$$
2a(\alpha\slashed D+\beta)(\slashed D+m_0)
=2a\big[\alpha\slashed D^2+(\alpha m_0+\beta)\slashed D+\beta m_0\big].
$$
The choice $\alpha=r/4$ cancels $-\tfrac{ar}{2}\slashed D^2$. The choice $\beta=-\alpha m_0$ keeps the coefficient of $\slashed D$ at one. What is left is the constant $2a\beta m_0=-arm_0^2/2$. The rotation acts on the Pauli term only at order $a^2$. Hence
$$
\Omega=1+\frac{ar}{4}(\slashed D-m_0),\qquad
\Omega D_{SW}\Omega=\slashed D+m+\frac{ar}{4}(1-c)\,\sigma F+O(a^2),\qquad
m=m_0-\frac{ar}{2}m_0^2. \tag{4}
$$
At $c=1$ the continuum Dirac operator remains, up to $O(a^2)$. In a fixed background the Jacobian of the rotation does not depend on the fermion fields and cancels from normalized fermion expectation values.

Both ingredients are needed for the operator itself to improve. This was tested on a smooth spinor of unit norm at one point of the SU(2) field, with $r=0.8$ and $m_0=1\,M$. The lattice operator was built from links, and $\slashed D+m_0$ without rotation, or $\slashed D+m$ with it, was subtracted. Equations (1) to (4) predict the leading remainder in each case; the norms quoted are those of the computed lattice remainders:

- no rotation, $c=0$: $-\tfrac{ar}{2}D^2\psi$, with norm $0.0104\,M$ at $a=0.01\,M^{-1}$;
- no rotation, $c=1$: $-\tfrac{ar}{2}\slashed D^2\psi$, with norm $0.0137\,M$;
- rotation, $c=0$: $\tfrac{ar}{4}\sigma F\psi$, with norm $0.0065\,M$;
- rotation, $c=1$: nothing at order $a$, with norm $0.00005\,M$.

The third value can be checked directly: $\tfrac r4|\sigma F\psi|=0.6467\,M^2$, times $0.01\,M^{-1}$, is $0.0065\,M$. The first three remainders halve with $a$, and the last falls by a factor of 3.99. The clover term alone leaves a remainder of order $a$, since it completes $D^2$ to $\slashed D^2$, which still has to be rotated away. For this spinor that remainder happens to be larger than without the clover term; which of the two is larger depends on the spinor.

Energies, by contrast, improve without an explicit rotation. Let $S=(\slashed D+m)^{-1}$. At $c=1$, inverting (4) gives $D_{SW}^{-1}=\Omega S\Omega+O(a^2)$. Since $\slashed DS=1-mS$, and $m_0=m+O(a)$,
$$
D_{SW}^{-1}=S+\frac{ar}{2}(\slashed D-m_0)S+O(a^2)=(1-arm)\,S+\frac{ar}{2}+O(a^2).
$$
The constant $ar/2$ is a contact term, proportional to a delta function in position, and is absent at separated points. The factor $1-arm$ changes the normalization but not the decay in Euclidean time from which an energy is read. For the free propagator, the difference between the two sides fell by a factor of 4.00 when $a$ was halved. The same holds for a local operator $\bar\psi\Gamma\psi$, with $\Gamma$ a constant matrix, when propagators join it to other, separated points. The correlation function then contains
$$
D_{SW}^{-1}\,\Gamma\,D_{SW}^{-1}=(1-arm)^2\,S\,\Gamma\,S+O(a^2),
$$
apart from contact terms. Each factor $1-arm$ is shared equally between the two ends of its propagator, so the operator itself needs only to be multiplied by $1+arm$. Where points coincide, the contact terms must be kept.

The uniform field shows why no rotation can replace the clover term. Take $F_{12}=B>0$ and no momentum along the field, so that $D_3=0$, and look for solutions proportional to $e^{-Ex_4}$, for which $D_4=-E$. With $\sigma F=2B\sigma_{12}$, the operator (4) gives
$$
\big[\slashed D_\perp-\gamma_4E+m+\kappa\,\sigma_{12}\big]\psi=0,\qquad \kappa=\frac{ar}{2}(1-c)B,
$$
where $\slashed D_\perp=\gamma_1D_1+\gamma_2D_2$. Both $\sigma_{12}$ and $\gamma_4$ anticommute with $\gamma_1$ and $\gamma_2$, and they commute with each other. Their product $\sigma_{12}\gamma_4$ therefore commutes with the whole bracket. Its square is one, so it has eigenvalues $s=\pm1$, and within a sector $\sigma_{12}=s\gamma_4$. The Pauli term combines with the energy:
$$
-\gamma_4E+\kappa s\gamma_4=-\gamma_4(E-s\kappa).
$$
Every level is thus a continuum level $E'$ displaced by $s\kappa$. To find $E'$, write $(\slashed D_\perp-\gamma_4E')\psi=-m\psi$ and apply the operator on the left again. The cross terms cancel by anticommutation, so $\slashed D_\perp^2+E'^2=m^2$, where $\slashed D_\perp^2=D_1^2+D_2^2+B\sigma_{12}$. Because $[D_1,D_2]=iB$, the operator $-D_1^2-D_2^2$ is that of an oscillator, with eigenvalues $(2\ell+1)B$ for $\ell=0,1,2,\dots$. Therefore $E'^2=m^2+(2\ell+1)B-B\sigma_{12}=m^2+2nB$ with integer $n\ge0$, and
$$
E=\sqrt{m^2+2nB}+s\,\frac{ar}{2}(1-c)B. \tag{5}
$$
For $n=0$ one needs $\ell=0$ and $\sigma_{12}=+1$. Then $\slashed D_\perp\psi=0$, and $\gamma_4E'\psi=m\psi$ requires $\gamma_4=+1$ for positive energy, so $s=+1$. For $n\ge1$, each sector contains two states, $(\sigma_{12}=+1,\ell=n)$ and $(\sigma_{12}=-1,\ell=n-1)$. On this pair the Hamiltonian $\gamma_4(\slashed D_\perp+m)$ has zero trace and square $m^2+2nB$, hence one positive and one negative eigenvalue. Each positive level with $n\ge1$ thus occurs once for $s=+1$ and once for $s=-1$.

In a static field $\Omega$ can be written without explicit time dependence, so it carries a solution decaying as $e^{-Ex_4}$ into another with the same $E$. A field rotation near the identity cannot undo the shift in (5), and the order-$a$ shift vanishes only at $c=1$.

The levels were computed for $r=1$ from the full lattice operator, without expanding in $a$. Formula (5) predicts a slope of $B/2=0.25\,M^2$ for the lowest level at $c=0$; extrapolation from the two finest spacings gives $0.2499\,M^2$. The first excited level lies at $\sqrt2\,M=1.4142\,M$ in the continuum. At $a=0.025\,M^{-1}$ without clover it splits into $1.4200\,M$ for $s=+1$ and $1.4078\,M$ for $s=-1$. The splitting is $0.0122\,M$, against the first-order value $aB=0.025\times0.5=0.0125\,M$. With $c=1$ both members lie at $1.4139\,M$, and they differ by about $10^{-6}\,M$. A common error of $-0.0003\,M$ remains, which falls by about 3.9 when $a$ is halved: the clover term removes the error linear in $a$, not the quadratic one.

The lowest level behaves better than this. For $r=1$ and $\gamma_4=+1$ the time part of the lattice operator, multiplied by $a$, is $-\sinh aE+1-\cosh aE=1-e^{aE}$. Without a field this gives $e^{am}=1+am_0$, which expands to the mass in (4). With the field, take the lowest state $u_0\propto e^{-Bx_1^2/2}$ in the gauge $A_2=Bx_1$. It obeys $\slashed D_\perp u_0=0$, so the spatial difference term $\sum_k\gamma_k\sinh(aD_k)$ acts on it only at order $a^3$. The other components form the pairs with $n\ge1$ found above. On each pair the operator times $a$ has diagonal entries $O(a^2)$ for $\gamma_4=+1$ and about $2am$ for $\gamma_4=-1$, and anti-Hermitian off-diagonal entries of size $a\sqrt{2nB}$. Its determinant is therefore about $2nBa^2$ and its inverse is $O(1/a)$, so these components are admixed with amplitude $O(a^2)$. The quartic part of the Wilson term also couples $u_0$ to them, but only at order $a^4$, which changes the result below only at order $a^6$. The difference term is anti-Hermitian, so their effect back on $u_0$ again carries the factor $a^3$ and is at most of order $a^5$. Up to that order the energy follows from an average over $u_0$:
$$
e^{aE}=e^{am}+\Big\langle-\frac{a^2}{2}(D_1^2+D_2^2)-\frac{a^4}{24}(D_1^4+D_2^4)\Big\rangle-\frac{c\,a^2B}{2}+O(a^5).
$$
The first average is $a^2B/2$. In the Gaussian, $\langle D_1^2\rangle=\langle D_2^2\rangle=-B/2$, and a Gaussian fourth moment is three times the square of the second, so $\langle D_1^4\rangle=\langle D_2^4\rangle=3B^2/4$. Hence
$$
e^{aE}=e^{am}+\frac{a^2B}{2}(1-c)-\frac{a^4B^2}{16}+O(a^5).
$$
At $c=0$ and $a=0.1\,M^{-1}$ the linear estimate of the shift is $0.025\,M$. Keeping the exponential reduces it to about $0.025\,e^{-0.1}=0.0226\,M$, the value in the opening example. At $c=1$ the order-$a^2$ error is absent as well, and $E-m\simeq-a^3B^2/16$. The coefficient is $-0.0156\,M^4$, and the extrapolated levels agree with it. The same term explains why the $c$ that puts the level at $m$ for $a=0.025\,M^{-1}$ is $0.99996$ rather than one: balancing the last two terms gives $1-c=a^2B/8\approx4\times10^{-5}$.

The shift can also be read as a magnetic moment. For a slow particle with spin along the favoured direction, the lowest level is $m+B/(2m)-(g/2)B/(2m)$. Equating this to $m+\kappa$ gives
$$
g=2-\frac{4m\kappa}{B}=2\big[1-arm(1-c)\big].
$$
The Wilson particle has too weak a moment, so the spin energy no longer cancels the orbital zero-point energy. At $a=0.1\,M^{-1}$ the first-order value is $1.80$. Using the computed level in place of $m+\kappa$ gives $1.82$, and with clover $2.00$. These two values assume that the mass in the orbital energy and in the magnetic moment equals the pole mass $m$, which on the lattice holds only up to $O(a^2)$.

These results fix the coefficient for a classical background. When the gauge field fluctuates at the cutoff, the expansion in $aD_\mu$ no longer applies to every mode, and the interaction can change both the Pauli coupling and the value of $c$ that cancels it. The value $c=1$ is then the starting point of an expansion in the gauge coupling. The numerical output below lists the levels and remainders at all spacings used.

## Computed results

```
Units: powers of reference mass M, hbar = c_light = 1
Operator test: r = 0.8, m0 = 1.0 M, spinor norm 1
|Dslash^2 - D^2 - sigma.F/2| on spinor = 6.0e-10 M^2
|(r/4) sigma.F psi| = 0.6467 M^2
|(r/2) Dslash^2 psi| = 1.3698 M^2
F12 error, 1 leaf/leaves: a=0.02: 1.71e-02, a=0.01: 8.58e-03 M^2, ratio 2.00
F12 error, 4 leaf/leaves: a=0.02: 3.35e-04, a=0.01: 8.36e-05 M^2, ratio 4.00
Remainder norms (M) at a = 0.02 and 0.01 1/M:
 rotation no  c=0: 2.071e-02 1.035e-02 ratio 2.00, slope error 3.0e-05 M^2
 rotation no  c=1: 2.739e-02 1.370e-02 ratio 2.00, slope error 1.0e-04 M^2
 rotation yes c=0: 1.295e-02 6.472e-03 ratio 2.00, slope error 9.8e-05 M^2
 rotation yes c=1: 2.118e-04 5.305e-05 ratio 3.99, slope error 7.2e-05 M^2
Free propagator minus (1-a r m)S + a r/2: 1.10e-04, 2.76e-05 1/M, ratio 4.00
Landau levels: m = 1.0 M, B = 0.5 M^2, r = 1
Continuum: E0 = 1.000000 M, E1 = 1.414214 M (both s)
c, a (1/M): E0(s=+1), E1(s=+1), E1(s=-1) in M
 c=0 a=0.2  : 1.0406691 1.4391356 1.3589746
 c=0 a=0.1  : 1.0225813 1.4325947 1.3876125
 c=0 a=0.05 : 1.0118850 1.4250193 1.4012742
 c=0 a=0.025: 1.0060950 1.4200354 1.4078487
 c=1 a=0.2  : 0.9999011 1.3989724 1.3993666
 c=1 a=0.1  : 0.9999860 1.4100935 1.4101495
 c=1 a=0.05 : 0.9999981 1.4131456 1.4131530
 c=1 a=0.025: 0.9999998 1.4139419 1.4139429
Order-a slopes c=0: +0.24990 +0.24963 -0.25040 M^2; predicted +0.250 +0.250 -0.250
Order-a slopes c=1: +0.00002 -0.00037 -0.00044 M^2; predicted +0.000 +0.000 +0.000
c=1 error ratios, a=0.05 to 0.025: 7.79 3.93 3.92
E1 spin splitting c=0: a=0.05: 2.375e-02, a=0.025: 1.219e-02 M, ratio 1.95
E1 spin splitting c=1: a=0.05: -7.412e-06, a=0.025: -9.518e-07 M, ratio 7.79
c=1 lowest level: (E0-m)/a^3 -> -0.01563 M^4, -B^2/16 = -0.01562 M^4
c that puts E0 at m, a=0.025 (linear interpolation): 0.999961
g from E0, a=0.1: c=0 1.8193 (first order 1.8000), c=1 2.0001
g from E0, a=0.025: c=0 1.9512 (first order 1.9500), c=1 2.0000
```
